# Flygare's Relation for the Quadrupole Moment of a Linear Molecule

Q: A quadrupole moment describes where electric charge sits. I am told that for a linear molecule it can be found from magnetic measurements. Why should magnetism know anything about a static charge distribution?

A: Two magnetic quantities contain second moments of charge. A rotating molecule carries moving charges, and their magnetic moment depends on how far they lie from the rotation axis. A molecule in a magnetic field has a diamagnetic energy that also depends on squared distances of the electrons. Each quantity contains in addition a sum over excited states, which is hard to calculate. If that sum is the same in both, it can be eliminated.

Let the molecular axis be \(z\), with the origin at the centre of mass. The electric quadrupole moment is

\[
\Theta=\tfrac12\sum_i q_i(3z_i^2-r_i^2)=\sum_i q_i(z_i^2-x_i^2),
\]

where the second form uses axial symmetry, \(\sum q x^2=\sum q y^2\). The sum runs over nuclei and electrons, with an expectation value for the electrons. Write \(e>0\), and define

\[
P=\sum_K Z_K z_K^2,\qquad X=\Big\langle\sum_i x_i^2\Big\rangle,\qquad W=\Big\langle\sum_i z_i^2\Big\rangle ,
\]

with \(K\) labelling nuclei and \(i\) electrons. The nuclei lie on the axis, so

\[
\Theta=e(P-W+X).
\]

This is the combination to look for.

Q: Which molecules do you allow?

A: Neutral ones with a closed-shell \(^1\Sigma\) ground state, well separated from excited electronic states. I use the Born–Oppenheimer approximation, hold the nuclei in a rigid framework, neglect spin–orbit coupling, and drop corrections of relative order \(m_e/M\), where \(M\) is a nuclear mass.

Q: Start with the magnetic field, then. What is its energy?

A: Put a field \(\mathcal B\) along \(x\), perpendicular to the axis, and choose

\[
\mathbf A=\tfrac12\boldsymbol{\mathcal B}\times\mathbf r=\tfrac12\mathcal B(0,-z,y).
\]

An electron has charge \(-e\), so its kinetic energy is \((\mathbf p+e\mathbf A)^2/2m_e\). The two field-dependent pieces follow from

\[
\mathbf A\cdot\mathbf p=\tfrac12\mathcal B(yp_z-zp_y),\qquad
\mathbf A^2=\tfrac14\mathcal B^2(y^2+z^2).
\]

Here \(\nabla\cdot\mathbf A=0\), so the order of \(\mathbf A\) and \(\mathbf p\) does not matter. Summing over electrons gives

\[
H=H_0+\frac{e\mathcal B}{2m_e}L_x+\frac{e^2\mathcal B^2}{8m_e}\sum_i(y_i^2+z_i^2).
\]

The singlet has no spin Zeeman term, and \(\langle0|L_x|0\rangle=0\) because the ground state is real and nondegenerate. To order \(\mathcal B^2\), the last term contributes in first order and the \(L_x\) term in second order. With

\[
S=\sum_{n\ne0}\frac{|\langle n|L_x|0\rangle|^2}{E_n-E_0},
\]

the energy change is

\[
\Delta E=\frac{e^2\mathcal B^2}{8m_e}(X+W)-\frac{e^2\mathcal B^2}{4m_e^2}S .
\]

The magnetizability \(\xi\) is defined by \(\Delta E=-\tfrac12\xi\mathcal B^2\). Multiplying by \(-2/\mathcal B^2\),

\[
\xi_\perp=-\frac{e^2}{4m_e}(X+W)+\frac{e^2}{2m_e^2}S .
\]

The first term is diamagnetic and negative; the second is paramagnetic and positive.

Q: And for a field along the axis?

A: The same steps give \(L_z\) and \(x^2+y^2\). A \(\Sigma\) state obeys \(L_z|0\rangle=0\), so the second-order sum vanishes and

\[
\xi_\parallel=-\frac{e^2}{4m_e}(2X)=-\frac{e^2}{2m_e}X .
\]

This is where the \(\Sigma\) assumption enters. In a \(\Pi\) state, \(L_z\) has nonzero values in a degenerate level, the energy has a part linear in the field, and this derivation does not apply.

Q: Now the rotation. If the nuclei turn, don't the electrons just turn with them?

A: The density follows the nuclei, but that does not mean that every electron circulates rigidly. A spherical shell centred on the rotation axis can keep its shape without circulating at all. The current has to be calculated.

Let the framework turn about \(x\) at a small constant rate \(\omega\), reached gradually. With \(R=e^{-i\omega tL_x/\hbar}\), the laboratory Hamiltonian of the electrons is \(RH_0R^\dagger\). Write the laboratory state as \(\psi=R\phi\). Then

\[
i\hbar\,\partial_t(R\phi)=R\left(\omega L_x\phi+i\hbar\,\partial_t\phi\right),
\]

while the Hamiltonian acting on \(\psi\) gives \(RH_0\phi\). Equating the two and removing \(R\),

\[
i\hbar\,\partial_t\phi=(H_0-\omega L_x)\phi .
\]

First-order perturbation theory for the term \(-\omega L_x\) gives

\[
|\phi\rangle=|0\rangle+\omega\sum_{n\ne0}|n\rangle\frac{\langle n|L_x|0\rangle}{E_n-E_0}.
\]

The expectation value of \(L_x\) has this correction once in the ket and once in the bra, hence

\[
\langle L_x\rangle=2\omega S .
\]

Because \(R\) commutes with \(L_x\), this is also the value in the laboratory frame. No magnetic field is present here, so \(\mathbf p\) is the kinetic momentum and \(L_x\) gives the real electronic current.

Q: So the same \(S\) appears. Is that a coincidence?

A: No. The linear field term is \((e\mathcal B/2m_e)L_x\), and the rotation term is \(-\omega L_x\). To first order in \(L_x\), the electrons respond to the field as they would to a rotation at \(\omega=-e\mathcal B/2m_e\). One response coefficient serves both problems, provided both angular momenta are taken about the same point. A freely rotating molecule turns about its centre of mass, which fixes the choice.

Q: How does \(S\) enter the measured rotational \(g\) factor?

A: A nucleus at \(z_K\) moves with speed \(\omega z_K\) and contributes \(\tfrac12Z_Ke\,\omega z_K^2\) to the magnetic moment. Electrons contribute \(-(e/2m_e)\langle L_x\rangle\). Therefore

\[
\mu_x=\frac{e\omega}{2}P-\frac{e}{2m_e}(2\omega S)
=\frac{e\omega}{2}\left(P-\frac{2S}{m_e}\right).
\]

The \(g\) factor is defined by \(\mu_x=g_\perp\mu_NJ_x/\hbar\), with \(\mu_N=e\hbar/2m_p\). To leading order in the mass ratio, \(J_x=I\omega\), so

\[
\mu_x=\frac{e}{2m_p}g_\perp I\omega .
\]

Comparing the two expressions and cancelling \(e\omega/2\),

\[
\frac{g_\perp I}{m_p}=P-\frac{2S}{m_e}.
\]

In a quantum rotor the kinetic energy \((\mathbf J-\mathbf L)^2/2I\) contains \(-\mathbf J\cdot\mathbf L/I\). This is the same coupling with \(\omega\) replaced by \(\mathbf J/I\), so the coefficient is unchanged at this order.

Q: Then do the elimination, without skipping signs.

A: Solving the last equation for the sum gives

\[
S=\frac{m_e}{2}\left(P-\frac{g_\perp I}{m_p}\right).
\]

The paramagnetic term in \(\xi_\perp\) becomes

\[
\frac{e^2}{2m_e^2}S=\frac{e^2}{4m_e}\left(P-\frac{g_\perp I}{m_p}\right),
\]

and therefore

\[
\xi_\perp=\frac{e^2}{4m_e}\left(P-X-W-\frac{g_\perp I}{m_p}\right).
\]

Subtract this from \(\xi_\parallel=(e^2/4m_e)(-2X)\):

\[
\begin{aligned}
\xi_\parallel-\xi_\perp
&=\frac{e^2}{4m_e}\left(-2X-P+X+W+\frac{g_\perp I}{m_p}\right)\\
&=\frac{e^2}{4m_e}\left[-(P-W+X)+\frac{g_\perp I}{m_p}\right].
\end{aligned}
\]

The round bracket is \(\Theta/e\). Multiplying by \(4m_e/e\) and rearranging,

\[
\boxed{\;\Theta=\frac{e\,g_\perp I}{m_p}-\frac{4m_e}{e}\,(\xi_\parallel-\xi_\perp)\;}
\]

This is Flygare's relation for a linear molecule. The moment of inertia follows from the rotational constant \(B\) in hertz: \(hB=\hbar^2/2I\) gives \(I=\hbar/(4\pi B)\).

Q: Give me a limit in which I know the answer beforehand.

A: Take neutral spherical atoms, placed along the axis without overlap. Each has \(Z_K\) electrons centred on its nucleus, so \(W=P+X\) and \(\Theta=0\). The relation should then give zero as well.

For atom \(K\), write \(z=z_K+z'\). Its angular momentum about the molecular centre of mass is \(L_x=L'_x-z_KP_y\), where \(P_y\) is the total momentum of its electrons. A spherical atom has \(L'_x|0\rangle=0\), leaving

\[
S_K=z_K^2\sum_{n\ne0}\frac{|\langle n|P_y|0\rangle|^2}{E_n-E_0}.
\]

Let \(Y\) be the sum of the electrons' \(y\) coordinates. Since \(P_y=(im_e/\hbar)[H_0,Y]\), we have \(\langle n|P_y|0\rangle=(im_e/\hbar)(E_n-E_0)\langle n|Y|0\rangle\). The denominator cancels. The term \(n=0\) may be added because \(\langle0|P_y|0\rangle=0\), and completeness then gives \((im_e/\hbar)\langle P_yY\rangle\) for the sum. The sum is real, so it equals half of itself plus its complex conjugate:

\[
\frac{im_e}{2\hbar}\langle P_yY-YP_y\rangle
=\frac{im_e}{2\hbar}(-i\hbar Z_K)=\frac{m_eZ_K}{2}.
\]

Adding the atoms, \(2S/m_e=P\), and hence \(g_\perp=0\). The electronic current cancels the nuclear current. Inserting \(W=P+X\) and \(g_\perp=0\) in \(\xi_\perp\) gives \(-(e^2/2m_e)X=\xi_\parallel\). Both terms of the relation vanish separately. A nonzero \(g_\perp\) or anisotropy thus signals a departure from this picture of undistorted atoms.

Q: That limit is rather forgiving. Has the relation been tested where nothing vanishes, and without assuming the rotating-frame argument?

A: Yes, in a solvable model. Positive charges \(0.7\), \(0.4\) and \(0.9\,e\), with masses \(16\), \(12\) and \(32\,m_p\), sit at \(-2.2\), \(0\) and \(3.0\) bohr on a line. These positions are measured from the middle charge; the centre of mass lies at \(1.01333\) bohr, and all moments below are taken about it. Two mutually repelling electrons are bound harmonically to a point at \(0.40\) bohr on the framework, more weakly along the axis than across it. The repulsion is harmonic too, which keeps the problem solvable; the derivation above does not use that form.

In atomic units, the sum over states gives \(S=0.49878\). Separately, the electrons were followed in the laboratory frame while the framework was gradually set turning. That gave \(\langle L_x\rangle/\omega=0.99757\), against \(2S=0.99756\). This tests the rotating-frame step.

The magnetizabilities came from the ground-state energy in a field:

\[
\xi_\parallel-\xi_\perp=-0.43284-(-0.56581)=0.13297 .
\]

With \(P=11.19076\) from the rigidly turning charges and \(\langle L_x\rangle/\omega\) from the dynamics, \(g_\perp I/m_p=11.19076-0.99757=10.19319\) bohr². In these units \(e=m_e=1\), so the relation predicts

\[
\Theta=10.19319-4(0.13297)=9.66131 .
\]

The charge distribution itself gives

\[
\Theta=P-W+X=11.19076-2.39512+0.86568=9.66132 ,
\]

in \(e\) bohr². The difference is in the last printed digit. The nuclear sum \(P\) enters both values alike, so what is tested is the electronic part: \(-0.99757-4(0.13297)=-1.52945\) against \(-W+X=-1.52944\). The numerical output lists the other quantities.

Q: Back to a real experiment. How are \(g_\perp\) and the anisotropy separated?

A: By their different dependence on field. Suppose the nuclei have no spin and the molecule is at rest. If its axis makes an angle \(\vartheta\) with the field, a rotational level \(J,M_J\) shifts at leading order by

\[
\Delta E=-g_\perp\mu_N\mathcal B M_J
-\tfrac12\mathcal B^2\left[\xi_\perp+(\xi_\parallel-\xi_\perp)\langle\cos^2\vartheta\rangle\right].
\]

For \(J=1\), integration over the spherical harmonics gives \(\langle\cos^2\vartheta\rangle=3/5\) for \(M_J=0\) and \(1/5\) for \(M_J=\pm1\). The linear term splits \(M_J=\pm1\). The quadratic term moves \(M_J=0\) relative to the mean of that pair by

\[
-\tfrac12\mathcal B^2(\xi_\parallel-\xi_\perp)\left(\tfrac35-\tfrac15\right)
=-\tfrac15\mathcal B^2(\xi_\parallel-\xi_\perp).
\]

If the levels \(M_J=+1\) and \(M_J=-1\) are not identified, the linear splitting gives the magnitude of \(g_\perp\) but not its sign.

Q: Put in numbers. What would a linear triatomic look like?

A: I shall use round parameters for a model dipolar linear triatomic; they are not data for any particular molecule. For a real molecule, its measured \(g_\perp\), \(B\) and anisotropy would take the same places. Let

\[
g_\perp=-0.030,\quad B=6.00\ \text{GHz},\quad
\xi_\parallel-\xi_\perp=-1.500\times10^{-28}\ \text{J T}^{-2}.
\]

The moment of inertia is

\[
I=\frac{\hbar}{4\pi(6.00\times10^9\ \text{s}^{-1})}
=1.3987\times10^{-45}\ \text{kg m}^2 .
\]

The two terms are

\[
\begin{aligned}
\frac{e}{m_p}(-0.030)I&=-4.019\times10^{-39}\ \text{C m}^2,\\
-\frac{4m_e}{e}(-1.500\times10^{-28}\ \text{J T}^{-2})
&=+3.411\times10^{-39}\ \text{C m}^2 .
\end{aligned}
\]

Their sum is

\[
\Theta=-6.08\times10^{-40}\ \text{C m}^2=-1.82\ \text{debye ångström}.
\]

The negative sign means that \(\sum qz^2<\sum qx^2\), or \(W-X>P\): the electrons' second moment along the axis exceeds that across it by more than the nuclear sum. Distance counts as well as the amount of charge, so a little negative charge far out along the axis can outweigh more positive charge near the centre of mass.

Q: The two terms nearly cancel. How far should I trust the result?

A: Less far than either input. The result is about 15 percent of the magnitude of the rotational term. Increasing the magnitude of the anisotropy by 1 percent changes \(\Theta\) by \(3.41\times10^{-41}\) C m², which is 5.6 percent of \(|\Theta|\). Raising \(g_\perp\) by \(0.0001\) changes it by \(1.34\times10^{-41}\) C m², or 2.2 percent.

The sign of \(g_\perp\) matters much more. Reversing it makes the two terms add, giving \(+7.43\times10^{-39}\) C m². That is about twelve times larger in magnitude and opposite in sign. The relation accepts either input, so independent information must decide between them.

Vibration also limits the accuracy. The relation holds at each fixed linear geometry; bending, which takes the nuclei off the axis, is not covered here. Let \(G=g_\perp I/m_p\) at one geometry. In the simplest average over the vibrational ground state, the observed \(g\) factor is \(m_p\langle G/I\rangle\), while \(B\) supplies \(I_{\text{eff}}=1/\langle1/I\rangle\). Their product gives

\[
\frac{g_{\text{obs}}I_{\text{eff}}}{m_p}
=\frac{\langle G/I\rangle}{\langle1/I\rangle},
\]

which differs from \(\langle G\rangle\) if \(G\) and \(1/I\) vary together. When the two terms nearly cancel, such a difference is magnified relative to \(\Theta\).

Q: You insisted on the centre of mass. But isotopic substitution moves it without moving any charge. Does the quadrupole moment then change?

A: Its value about the new origin does. If the centre of mass moves by \(d\) along \(+z\),

\[
\Theta'=\sum_i q_i\left[(z_i-d)^2-x_i^2\right]
=\Theta-2d\sum_i q_iz_i+d^2\sum_i q_i .
\]

The molecule is neutral, so the last term vanishes. With the electric dipole \(D=\sum q_iz_i\), positive when it points along \(+z\),

\[
\Theta'=\Theta-2Dd .
\]

The magnetizability does not change. Moving the origin of \(\mathbf A\) adds a constant vector, which a phase factor in the electronic wavefunction removes without changing the energy. This is exact for exact wavefunctions. A calculation in a finite atomic basis with one common gauge origin represents the phase factor only approximately, so its \(\xi_\perp\) shifts with the origin, and a dipole extracted from its \(g\) factors can be far from converged even when the boxed relation is satisfied. Subtracting the relations for the two isotopologues therefore gives

\[
\frac{e}{m_p}(g'I'-gI)=-2Dd,\qquad
D=\frac{e(gI-g'I')}{2m_pd}.
\]

Two \(g\) factors thus reveal the direction of the dipole, provided their signs are known and the structure is taken as unchanged. In the solvable model, the dynamics of two isotopologues returned \(D=0.36000\,e\) bohr, the value found directly from the charges.

Q: Is the effect large enough to notice in your triatomic?

A: Let its mass be \(M=60.0\) u, and add \(\Delta m=2.0\) u to an atom at \(z_a=100.0\) pm. The new centre of mass lies at

\[
d=\frac{\Delta m\,z_a}{M+\Delta m}
=\frac{2.0\times100.0}{62.0}\ \text{pm}=3.226\ \text{pm}.
\]

The parallel-axis theorem gives the new moment of inertia:

\[
I'=I+\Delta m\,z_a^2-(M+\Delta m)d^2
=I+\frac{M\Delta m}{M+\Delta m}z_a^2 .
\]

This is \(1.4308\times10^{-45}\) kg m². For a dipole of magnitude \(2.00\times10^{-30}\) C m, the predictions are

\[
g'=-0.02942\ \ (D>0),\qquad g'=-0.02923\ \ (D<0).
\]

Both differ from \(-0.030\), largely because \(I\) has changed. The direction of the dipole is carried by the difference between them, about \(0.00019\). The uncertainty in \((g'I'-gI)/I'\) must be well below that difference.

For \(D>0\), the quadrupole moment shifts by

\[
-2(2.00\times10^{-30})(3.226\times10^{-12})
=-1.29\times10^{-41}\ \text{C m}^2,
\]

to \(-6.21\times10^{-40}\) C m². The charge distribution is the same; the point about which its moment is taken has moved. A quadrupole moment quoted for a dipolar molecule therefore needs its origin, and here its isotopic composition, stated with it.

## Table of computed values

```
TEST MODEL (atomic units unless stated)
site positions (bohr): [-2.2  0.   3. ]  charges (e): [0.7 0.4 0.9]
masses (m_p): [16. 12. 32.]  isotopologue: [16. 12. 36.]
electron binding centre = 0.40 bohr
k_perp, k_axis, repulsion = 1.44, 0.49, 0.1 hartree/bohr^2
centre of mass = 1.01333 bohr
nuclear sum Z z^2 = 11.19076 e bohr^2
electronic sum <x^2> = 0.86568 bohr^2
electronic sum <z^2> = 2.39512 bohr^2
S from sum over states = 0.49878 a.u.
<L_x>/omega from dynamics = 0.99757 a.u.
xi_perp diamagnetic part = -0.81520 a.u.
xi_perp paramagnetic part = 0.24939 a.u.
xi_perp from field energy = -0.56581 a.u.
xi_parallel from field energy = -0.43284 a.u.
g I/m_p from dynamics = 10.19319 bohr^2
g factor = 0.033549 (dimensionless)
Theta from charges = 9.66132 e bohr^2
Theta from Flygare relation = 9.66131 e bohr^2
isotopologue: centre-of-mass shift = 0.12417 bohr
isotopologue: Theta from charges = 9.57192 e bohr^2
isotopologue: Theta from relation = 9.57191 e bohr^2
dipole from charges = 0.36000 e bohr
dipole from two g factors = 0.36000 e bohr
WORKED EXAMPLE (round model parameters)
g = -0.030 (dimensionless)
B = 6.00 GHz
xi_parallel - xi_perp = -1.500e-28 J/T^2
moment of inertia = 1.3987e-45 kg m^2
rotational term = -4.0193e-39 C m^2
magnetizability term = 3.4114e-39 C m^2
Theta = -6.0791e-40 C m^2
Theta converted = -1.822 debye angstrom
Theta with wrong sign of g = 7.4307e-39 C m^2
change of Theta for g + 0.0001 = 1.340e-41 C m^2
change of Theta for anisotropy x 1.01 = 3.411e-41 C m^2
relative size of that last change = 5.61 percent
isotope: original mass = 60.0 u, added mass = 2.0 u
isotope: atom position z_a = 100.0 pm
isotope: dipole magnitude = 2.00e-30 C m
isotope: centre-of-mass shift = 3.2258 pm
isotope: new moment of inertia = 1.4308e-45 kg m^2
isotope: new B = 5.8652 GHz
isotope: g for dipole along +z = -0.029420 (dimensionless)
isotope: g for dipole along -z = -0.029232 (dimensionless)
isotope: Theta for dipole along +z = -6.2081e-40 C m^2
```
